\section*{Slater's APW Secular Matrix and the Asymptote Problem}

\section{The basis and the functional}

\textbf{Q.} A plane wave is a poor description of an electron near a nucleus, and for a weakly bound electron an atomic function is a poor one between atoms. What does an augmented plane wave do about this, and for which potential?

\textbf{A.} It uses each where it is good. I take one electron in a given periodic potential, with one sphere of radius $S$ at the origin of a cell of volume $\Omega$. Inside the sphere $V$ depends on $r$ alone; outside it is zero. This is the muffin-tin form, and what follows solves that model. Units are Hartree atomic units, so the Hamiltonian is $-\tfrac12\nabla^2+V$.

Let $\mathbf q_i=\mathbf k+\mathbf G_i$, with $\mathbf G_i$ a reciprocal-lattice vector, and let $u_l(r,E)$ be the solution of the radial equation at energy $E$ that is regular at $r=0$. Outside the sphere the basis function is $\phi_i=\Omega^{-1/2}e^{i\mathbf q_i\cdot\mathbf r}$. On the sphere the plane wave has the Rayleigh expansion in $j_l(q_iS)$, so the function continuous with it is, for $r<S$,
\begin{equation}
\phi_i=\frac{4\pi}{\sqrt\Omega}\sum_{lm}i^l j_l(q_iS)\,\frac{u_l(r,E)}{u_l(S,E)}\,Y_{lm}^*(\hat q_i)Y_{lm}(\hat r).
\label{apw}
\end{equation}

\textbf{Q.} The values match, but nothing makes the slopes match. How can you apply $\nabla^2$ to a function with a kink?

\textbf{A.} I avoid doing so. At the kink $-\tfrac12\nabla^2\phi$ contains $\tfrac12(\partial_r\phi_{\rm in}-\partial_r\phi_{\rm out})\,\delta(r-S)$, which is lost if the two regions are treated separately. The functional
\begin{equation}
F[\psi]=\int_\Omega\left[\tfrac12|\nabla\psi|^2+(V-E)|\psi|^2\right]d^3r
\end{equation}
needs first derivatives only. Vary $\psi^*$ by a continuous Bloch function $\delta\psi^*$ and integrate by parts in each region. Opposite cell faces cancel, which leaves
\begin{equation}
\delta F=\int\delta\psi^*\left(-\tfrac12\nabla^2+V-E\right)\psi\,d^3r
+\tfrac12\oint_S\delta\psi^*\left(\partial_r\psi_{\rm in}-\partial_r\psi_{\rm out}\right)dA .
\end{equation}
The volume integral is taken over the two open regions. Stationarity therefore demands both the Schr\"odinger equation and equal slopes. With $\psi=\sum_jc_j\phi_j$ we have $F=\sum_{ij}c_i^*M_{ij}c_j$, and stationarity in the $c_i^*$ gives $Mc=0$.

\section{The matrix elements}

\textbf{Q.} Then compute $M_{ij}$. I expect an awkward integral over the region outside the sphere.

\textbf{A.} It is the whole cell minus the sphere. Outside, $\nabla\phi_i^*\cdot\nabla\phi_j=\mathbf q_i\cdot\mathbf q_j\,\phi_i^*\phi_j$, so that part is $(\tfrac12\mathbf q_i\cdot\mathbf q_j-E)\Theta_{ij}$. With $K=|\mathbf q_i-\mathbf q_j|$,
\begin{align}
\Theta_{ij}&=\delta_{ij}-\frac{4\pi}{\Omega}\int_0^S\frac{\sin Kr}{Kr}\,r^2dr
=\delta_{ij}-\frac{4\pi}{\Omega}\,\frac{\sin KS-KS\cos KS}{K^3}\nonumber\\
&=\delta_{ij}-\frac{4\pi S^2}{\Omega}\frac{j_1(KS)}{K},
\end{align}
because $j_1(x)=(\sin x-x\cos x)/x^2$. For $i=j$, $j_1(x)\to x/3$ gives $1-4\pi S^3/(3\Omega)$, the volume fraction outside.

Inside, Green's identity gives
\begin{equation}
\tfrac12\int\nabla\phi_i^*\cdot\nabla\phi_j\,d^3r=\tfrac12\oint\phi_i^*\partial_r\phi_j\,dA-\tfrac12\int\phi_i^*\nabla^2\phi_j\,d^3r .
\end{equation}
The last term and the $(V-E)$ term add to zero, since $\phi_j$ solves the Schr\"odinger equation there. Define $L_l(E)=u_l'(S,E)/u_l(S,E)$, the prime meaning $d/dr$. Orthonormality of the $Y_{lm}(\hat r)$ and $(-i)^li^l=1$ turn the surface integral into
\begin{equation}
\frac{S^2}{2}\frac{(4\pi)^2}{\Omega}\sum_l j_l(q_iS)j_l(q_jS)L_l\sum_mY_{lm}(\hat q_i)Y^*_{lm}(\hat q_j).
\end{equation}
The sum over $m$ is $(2l+1)P_l(\hat q_i\cdot\hat q_j)/4\pi$. Altogether,
\begin{align}
M_{ij}={}&\left(\tfrac12\mathbf q_i\cdot\mathbf q_j-E\right)\left[\delta_{ij}-\frac{4\pi S^2}{\Omega}\frac{j_1(KS)}{K}\right]\nonumber\\
&+\frac{2\pi S^2}{\Omega}\sum_l(2l+1)P_l(\hat q_i\cdot\hat q_j)\,j_l(q_iS)j_l(q_jS)\,L_l(E).
\label{M}
\end{align}
The atom enters through the numbers $L_l(E)$ alone. Away from their poles, levels satisfy $\det M(E)=0$.

\textbf{Q.} Show me one element in numbers.

\textbf{A.} Take a model simple cubic crystal with $a=6$ bohr, $S=2.5$ bohr and $V=-V_0[1-(r/S)^2]^2$ inside, $V_0=1$ hartree. Putting $u_l=\sum_na_n(r/S)^{l+2n}$ into the radial equation and comparing powers gives
\begin{equation}
2n(2n+2l+1)a_n=-2S^2\left[(E+V_0)a_{n-1}-2V_0a_{n-2}+V_0a_{n-3}\right],
\end{equation}
with $a_0=1$ and $a_n=0$ for $n<0$. At $E=0.1$ hartree, $L_0=-2.906$, $L_1=0.103$ and $L_2=0.657$ bohr$^{-1}$.

Let $\mathbf k=(0.2,0,0)$ bohr$^{-1}$, and let $\mathbf G_i$, $\mathbf G_j$ be $2\pi/a$ times $(-1,0,0)$ and $(0,1,1)$. Then $\mathbf q_i\cdot\mathbf q_j=(0.2-1.0472)(0.2)=-0.1694$ bohr$^{-2}$, and the prefactor is $-0.0847-0.1=-0.1847$ hartree. Here $KS=\sqrt3\,(2\pi/6)(2.5)=4.53$ lies close to the zero of $j_1$ near $4.49$, so the outside part is small, $-0.00033$ hartree. The surface part is $0.01882$ hartree and the sum is $0.01849$ hartree. Direct three-dimensional quadrature of the functional gives the same element.

\section{What happens when the radial function vanishes at the sphere}

\textbf{Q.} You divide by $u_l(S,E)$. At some energy that is zero. Is this a resonance of the crystal?

\textbf{A.} No. Consider the empty lattice, $V=0$, where $u_0=j_0(\sqrt{2E}\,r)$. It vanishes at $S$ when $\sqrt{2E}\,S=\pi$, or $E=\pi^2/2S^2=0.79$ hartree for our sphere. There is no atom, yet $M$ has a pole. The energy belongs to an electron confined by a hard wall at $S$, a radius we chose. The graph of $L_l(E)$ has a vertical asymptote there, hence the name of the problem.

\textbf{Q.} How does $L_l$ behave near the asymptote?

\textbf{A.} Let $P=ru_l$ and let a dot mean $d/dE$. The radial equation and its energy derivative are
\begin{align}
-\tfrac12P''+\left[V+\tfrac{l(l+1)}{2r^2}-E\right]P&=0,\\
-\tfrac12\dot P''+\left[V+\tfrac{l(l+1)}{2r^2}-E\right]\dot P&=P .
\end{align}
Multiply the second by $P$, the first by $\dot P$, subtract, and integrate from $0$ to $S$. Since $P\dot P''-\dot PP''=(P\dot P'-\dot PP')'$ and $P\dot P'-\dot PP'=r^2(u_l\dot u_l'-\dot u_lu_l')$,
\begin{equation}
S^2\left(u_l\dot u_l'-\dot u_lu_l'\right)_S=-2N_l,\qquad N_l=\int_0^Su_l^2r^2dr .
\label{wr}
\end{equation}
Dividing by $S^2u_l(S)^2$ gives
\begin{equation}
\frac{dL_l}{dE}=-\frac{2N_l}{S^2u_l(S)^2}<0 .
\label{dL}
\end{equation}
At an energy $E_0$ with $u_l(S,E_0)=0$, equation (\ref{wr}) gives $\dot u_l(S)=2N_l/[S^2u_l'(S)]$. Hence $u_l(S,E)\approx\dot u_l(S)(E-E_0)$ and
\begin{equation}
L_l\approx\frac{g}{E-E_0},\qquad g=\frac{S^2u_l'(S)^2}{2N_l}>0 .
\label{pole}
\end{equation}

In the model the lowest $s$ asymptote is at $E_0=0.2162$ hartree ($5.884$ eV), with $g=0.4019$ hartree/bohr. At $0.01$ hartree from it, $g/(E-E_0)$ is $\pm40.19$ bohr$^{-1}$. The actual values are $-39.73$ below and $+40.65$ above: the pole term plus a smooth background of about $0.46$.

\textbf{Q.} If the radius is arbitrary, the pole should move when I change it.

\textbf{A.} It does. Keep $V(r)$ fixed and differentiate $u_l(S,E_0(S))=0$:
\begin{equation}
\frac{dE_0}{dS}=-\frac{u_l'(S)}{\dot u_l(S)}=-\frac{S^2u_l'(S)^2}{2N_l}=-g .
\end{equation}
Enlarging the sphere by $0.1$ bohr lowers this asymptote by about $0.04$ hartree, to first order. That is allowed here, because $V=0$ beyond $2.5$ bohr and spheres touch only at $3$ bohr. The crystal levels do not depend on $S$ once the basis is converged, so a pole can be moved away from a level of interest.

\section{Poles, zeros and the counting of levels}

\textbf{Q.} What does the pole do to the whole matrix?

\textbf{A.} Its residue is $g(2\pi S^2/\Omega)(2l+1)P_lj_lj_l$. By the addition theorem this is a sum of $2l+1$ products of a vector with its conjugate, one for each $m$, so its rank is $2l+1$ if there are enough plane waves. Because $g>0$, $2l+1$ eigenvalues of $M$ go to $-\infty$ as $E$ rises to $E_0$ and return from $+\infty$ above it. One eigenvalue jumps at the $s$ asymptote of the model, and three at the $p$ asymptote at $1.175$ hartree.

Between poles there is a simple rule. Differentiating (\ref{M}) with (\ref{dL}),
\begin{equation}
\frac{dM_{ij}}{dE}=-\Theta_{ij}-\frac{4\pi}{\Omega}\sum_l(2l+1)P_l\,j_l(q_iS)j_l(q_jS)\frac{N_l}{u_l(S)^2}=-O_{ij}.
\end{equation}
The second term is the overlap of two functions (\ref{apw}) inside the sphere, so $O$ is the overlap matrix of the basis. It is positive definite for independent functions. An eigenvalue $\mu$ with unit eigenvector $c$ obeys $d\mu/dE=-c^\dagger Oc<0$. For the pair of waves above, quadrature gives an overlap of $-0.3614$, equal to $-dM_{ij}/dE$ by finite differences.

\textbf{Q.} So each level is a downward crossing of zero. Can you count levels without finding them?

\textbf{A.} Yes. For $E$ below the minimum of $V$ the functional is positive and $M$ has no negative eigenvalue. Each level adds one as $E$ rises; each asymptote removes $2l+1$. At an asymptote a node of $u_l$ enters the sphere, because its position moves as $dr/dE=-\dot u_l/u_l'<0$. The number of levels below $E$ is therefore
\begin{equation}
\mathcal N(E)=n_-\bigl(M(E)\bigr)+\sum_l(2l+1)\,\nu_l(E),
\label{count}
\end{equation}
where $n_-$ counts negative eigenvalues and $\nu_l$ the nodes of $u_l$ for $0<r<S$. This count agreed with a diagonalization in 925 ordinary plane waves at all 31 energies tested, on both sides of the two asymptotes.

\textbf{Q.} Why not just look for sign changes of the determinant?

\textbf{A.} Because an $s$ pole also changes the sign. If a level lies a small distance $\varepsilon$ from $E_0$, then near both
\begin{equation}
\det M\approx C\,\frac{E-E_0-\varepsilon}{E-E_0}.
\label{pair}
\end{equation}
Here $C$ is a smooth function of $E$ that keeps its sign; it need not be nearly constant, and in the model with 257 waves it changes by a factor of about $4.5$ across $E_0\pm0.01$ hartree. The sign is reversed only between pole and level. A grid with no point in that gap sees neither.

With 257 augmented waves I scanned from $-0.174$ to $0.326$ hartree in steps of $0.02$. At $k_x=0.20$ bohr$^{-1}$ there are two levels, $-0.1203$ and $0.2380$ hartree, but three sign changes; the extra one is the pole. At $k_x=0.2426$ bohr$^{-1}$ there are again two levels, $-0.1134$ and $0.2133$ hartree, but one sign change. The second level is $0.0029$ hartree below the asymptote, within the same grid step. The count (\ref{count}) gives two in both cases.

\section{A level at the asymptote itself}

\textbf{Q.} Let $\varepsilon$ go to zero in (\ref{pair}). The zero cancels the pole. Has the crystal lost a state?

\textbf{A.} The determinant has lost it; the crystal has not. For an $s$ asymptote, separate the singular channel:
\begin{equation}
M=A+L_0vv^T,\qquad v_i=\left(\frac{2\pi S^2}{\Omega}\right)^{1/2}j_0(q_iS),
\end{equation}
where $A$ holds the outside part and all $l\ge1$. Introduce $a=L_0v^Tc$ as an extra unknown. Then $Mc=0$ becomes
\begin{equation}
B\begin{pmatrix}c\\a\end{pmatrix}=0,\qquad
B=\begin{pmatrix}A&v\\v^T&-1/L_0\end{pmatrix}.
\end{equation}
Eliminating the last row and column gives
\begin{equation}
\det B=-\frac1{L_0}\det\left(A+L_0vv^T\right)=-\frac{\det M}{L_0}.
\end{equation}
At $E_0$ the corner element $-u_0(S)/u_0'(S)$ is simply zero, and all elements of $B$ are finite.

If $\det B(E_0)\neq0$, then $\det M=-L_0\det B$ has a simple pole and no level is there. If a simple level sits at $E_0$, then $\det B\approx b(E-E_0)$ and $\det M\to-gb$, finite and nonzero.

\textbf{Q.} What is $a$ physically?

\textbf{A.} The $s$ part of $\psi$ at the sphere is $\psi_0(S)=\Omega^{-1/2}\sum_ic_ij_0(q_iS)$, so $v^Tc=(2\pi S^2)^{1/2}\psi_0(S)$. Multiplying by $L_0$ turns value into slope: $a=(2\pi S^2)^{1/2}\psi_0'(S)$, taken from inside. At $E_0$ the last row of $B$ says $\psi_0(S)=0$, while the slope stays free. In (\ref{apw}) the amplitude of $u_0$ is fixed by its boundary value, which here means zero divided by zero. The function is harmless; the normalization fails.

\textbf{Q.} Does such a state occur, or is it algebra?

\textbf{A.} In the model the second band passes through $E_0$ at $k_x=0.2376$ bohr$^{-1}$. Ordinary plane waves, which know nothing of $u_0$, put their second level there at $0.2162$ hartree too. Relative to the value of the periodic part $e^{-i\mathbf k\cdot\mathbf r}\psi$ at the cell corner $(a/2,a/2,a/2)$, the $s$ part of that state is $-1.762$ at the centre of the sphere and $0.000025$ at its surface with 925 waves. The surface value is basis error: with 5575 waves it falls to about $10^{-6}$. The slope there is $0.4680$ bohr$^{-1}$ with 925 waves and $0.4679$ with 5575; the null vector of $B$ gives $0.4679$.

The determinants behave as derived. When the distance to the pole shrinks tenfold, from $10^{-3}$ to $10^{-4}$ hartree, $|\det M|$ (geometric mean of the two sides) grows by $10.01$ at $k_x=0.20$ bohr$^{-1}$. At the coincidence it changes by a factor $1.000$.

\textbf{Q.} Could I look for the eigenvalue of $M$ nearest zero instead?

\textbf{A.} One eigenvalue does pass through zero at the coincidence while another diverges. Just above $E_0$ it is $-1.23\times10^{-3}$ hartree at distance $10^{-3}$ and $-1.14\times10^{-4}$ at $10^{-4}$, nearly proportional to the distance. These numbers are for 257 waves. In that basis $M$ also has an eigenvalue of about $3\times10^{-5}$ hartree that hardly moves and marks no level. It falls from $3.136\times10^{-5}$ to $3.061\times10^{-5}$ hartree as the distance grows from $10^{-4}$ to $10^{-3}$ hartree, so $d\mu/dE=-c^\dagger Oc$ gives $c^\dagger Oc\approx8\times10^{-4}$ averaged over this interval, for a unit vector $c$. Most of that average comes from a slight mixing with the eigenvector whose eigenvalue crosses zero nearby; at a distance of $10^{-2}$ hartree $c^\dagger Oc$ is only about $3\times10^{-6}$. Since the inside part of $O$ is non-negative, $c^\dagger\Theta c$ is no larger: the plane waves in this combination almost cancel outside the sphere. Such eigenvalues belong to the basis and shrink as it grows: at a distance of $10^{-3}$ hartree the lowest positive one is about $1.4\times10^{-3}$ hartree with 123 waves and $4\times10^{-7}$ hartree with 515. In a large basis the smallest magnitude is thus an unsafe signal, whereas the sign count is not misled here.

\section{Cures and accuracy}

\textbf{Q.} Is $B$ free of trouble everywhere?

\textbf{A.} No, $1/L_0$ has poles where $u_0'(S)=0$. Multiplying the last row by $u_0'(S)$ removes them at the price of symmetry; the determinant becomes $-u_0(S)\det M$, with no $s$ pole at all. For $l>0$ one needs $2l+1$ extra unknowns.

A different cure enlarges the radial basis to $\alpha u_l+\beta\dot u_l$. By (\ref{wr}), $\dot u_l(S)=2N_l/[S^2u_l'(S)]\neq0$ where $u_l(S)=0$, so any boundary value can be matched there.

\textbf{Q.} And away from asymptotes, how good are the levels?

\textbf{A.} They are bounded on both sides. Consider all functions that are a sum of the chosen plane waves outside and anything continuous with it inside. Making $F$ stationary with respect to the interior gives $u_l$; with respect to the $c_i$, it gives $Mc=0$. APW levels are therefore Rayleigh--Ritz levels of this space and lie at or above the true ones. The space contains the unaugmented plane waves, so APW levels lie at or below theirs. This assumes the full sum over $l$; the calculation stops at $l=18$.

For the second level at $k_x=0.20$ bohr$^{-1}$ the 925-wave reference is $0.238006$ hartree ($6.476$ eV). With 19 waves, APW gives $0.23919$ and plain waves $0.25669$, errors of $0.0012$ and $0.0187$ hartree relative to the reference. With 257 waves, APW is $10^{-7}$ hartree below the reference. This does not contradict the bound, since the reference is itself an upper bound. The well is shallow and smooth, so plain waves also converge quickly here. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant 6.0 bohr, sphere radius 2.5 bohr
well depth V0 1.0 hartree, largest l 18
sphere fraction of cell 0.3030
test energy 0.10 hartree, kx 0.20 1/bohr
L_0 at test energy -2.90555 1/bohr
L_1 at test energy 0.10333 1/bohr
L_2 at test energy 0.65718 1/bohr
element between G integers (-1,0,0) and (0,1,1):
  interstitial part -0.0003275 hartree
  surface part 0.0188221 hartree
  total by formula 0.0184946 hartree
  total by 3D quadrature 0.0184946 hartree
  overlap by quadrature -0.361428
  minus dM/dE -0.361428
s asymptote 0.216225 hartree = 5.8838 eV
p asymptote 1.174996 hartree
s residue g, formula 0.401939 hartree/bohr
s residue g, numerical 0.401939 hartree/bohr
L_0 at 0.01 hartree below -39.726 1/bohr
L_0 at 0.01 hartree above 40.645 1/bohr
eigenvalues jumping at s, p asymptote: 1, 3
energies at which level count was tested: 31
second level at kx = 0.20 1/bohr, hartree (waves, APW, plain):
    19  0.2391936  0.2566850
    33  0.2381904  0.2462325
   123  0.2380081  0.2381688
   257  0.2380057  0.2380079
  reference, 925 plane waves: 0.2380058
first level there: APW -0.1202647 hartree
first level there: reference -0.1202646 hartree
second level there 6.4765 eV
k* where band 2 meets s asymptote 0.237622 1/bohr
plane-wave level 2 at k* 0.216225 hartree
growth of |det M| as distance to pole falls 1e-3 to 1e-4 hartree:
  at kx = 0.20 1/bohr 10.011, at k* 1.000
eigenvalues of M at k* just above the asymptote, hartree:
  1e-3 above: negative -1.229e-03, next 3.061e-05
  1e-4 above: negative -1.138e-04, next 3.136e-05
s part of state 2 at k*, relative to its value at the cell corner:
  plane waves: centre -1.7624, sphere 0.000025
  slope at sphere, plane waves 0.4680 1/bohr
  slope at sphere, bordered APW 0.4679 1/bohr
scan -0.1738 to 0.3262 hartree, step 0.02 hartree
kx = 0.20 1/bohr: sign changes 3, levels 2
kx = 0.242622 1/bohr: sign changes 1, levels 2
  levels there -0.113423, 0.213310 hartree
  level 2 minus asymptote -0.002916 hartree
\end{verbatim}
